Small-β Expansion of Coulomb and Transverse Exchange in the Electron Gas

For a uniform, unpolarized electron gas with Fermi wave number kF, let E_NR be the nonrelativistic exchange energy and β = kF/(mc). Relativity multiplies E_NR by a factor Φ = Φ_C + Φ_T, whose Coulomb and transverse parts, in Coulomb gauge, are

Φ_C = 1 − β²/9 + O(β⁴),
Φ_T = −5β²/9 + O(β⁴).

The total is therefore Φ = 1 − 2β²/3 + O(β⁴). Both corrections weaken exchange, and the transverse one is five times the larger at this order.

The energy meant here is of first order in the electron–electron interaction (one exchanged photon), taken among electrons that fill the positive-energy Dirac plane waves up to kF. Exchange with the negative-energy sea, vacuum terms and correlation are left out. The relativistic and nonrelativistic energies are compared at the same density n = kF³/(3π²). Hartree atomic units are used, so m = 1 and β = kF/c.

In a volume V the orbitals are V^(−1/2) u exp(ik·r), with u†u = 1. Let κ = k − k'. The Coulomb repulsion 1/r has Fourier transform 4π/κ², and its exchange energy in a Slater determinant is

E_C = −(1/2V) Σ_kk' (4π/κ²) C,  C = Σ_spins |u'†u|²,

where both sums over wave vectors run over the Fermi sphere.

The transverse part comes from the coupling α·A in cα·(k + A/c), the electron charge being −1. An electron in k can emit a photon of energy cκ, pass to k', and reabsorb the photon. With the squared field amplitude 2πc²/(Vcκ), second-order perturbation theory gives this process the energy

−[2πc²/(Vcκ)] T/(cκ + E' − E),  T = Σ_spins |u'†α_T u|²,

where α_T is the part of α across κ. The process requires k' to be empty. Write "empty" as 1 − n', where n' is the occupation of k'. The term with 1 does not depend on the occupation of k' and is present for a single electron in vacuum, so it is not exchange and is left out here. It is only one part of the electron's self-energy: its divergence takes the form of a mass shift only after the negative-energy intermediate states and the Coulomb self-interaction are added. The term with −n' is the exchange energy, and it is positive, because Pauli blocking removes an energy lowering. Put Ω = E − E' and average over the interchange of k and k':

½[1/(cκ − Ω) + 1/(cκ + Ω)] = cκ/(c²κ² − Ω²).

Hence

E_T = +(1/2V) Σ_kk' 4πT/(κ² − Ω²/c²).

The direct terms do not enter: the Coulomb one is cancelled by the neutralizing background, and the uniform gas has no net current.

Now measure momenta in units of mc and energies in units of mc²: p = k/c, ε = √(1+p²), q = p − p', ω = ε − ε'. The subscripts L and T on vectors mean along and across q. For any function f of the pair, define

⟨f⟩ = ∫∫ f/q² d³p d³p' / ∫∫ 1/q² d³p d³p'.

In the nonrelativistic limit C = 2, because spin is conserved, and T = 0. Dividing by that limit gives

Φ_C = ½⟨C⟩,  Φ_T = −½⟨T/(1 − ω²/q²)⟩.

The spin sums follow from the projector onto positive energies, Λ = ½(1 + h/ε), with h = α·p + b. Here b is the Dirac matrix that multiplies the rest energy. The matrices α_x, α_y, α_z and b anticommute, square to one and have zero trace. Thus

C = Tr(ΛΛ') = ¼Tr[1 + hh'/(εε')] = 1 + (1 + p·p')/(εε').

For T, put the z axis along q and sum over i = x, y. Anticommutation gives α_i b α_i = −b, and α_i α_j α_i equals +α_j for j = i and −α_j otherwise. In the sum over the two values of i, the α_x and α_y terms of h' cancel, while b and α_z each acquire a factor −2:

Σ_i α_i h' α_i = −2(b + p'_L α_z).

Therefore

T = ¼[8 − 8(1 + p_L p'_L)/(εε')] = 2[1 − (1 + p_L p'_L)/(εε')].

For small momenta, 1/(εε') = 1 − (p² + p'²)/2 up to fourth-order terms. To second order,

C = 2 + p·p' − (p² + p'²)/2 = 2 − q²/2,
T = p² + p'² − 2p_L p'_L.

With the mean momentum P = (p + p')/2 we have p = P + q/2 and p' = P − q/2. Then p² + p'² = 2P² + q²/2 and p_L p'_L = P_L² − q²/4, so that

T = 2P² + q²/2 − 2P_L² + q²/2 = 2P_T² + q².

The two terms have separate origins. To leading order the lower components of u are ½(σ·p)χ, where χ is a two-component spinor, and the current matrix element is

u'†αu = ½χ'†[σ(σ·p) + (σ·p')σ]χ = χ'†[P + (i/2)q×σ]χ.

The first term is the orbital current. Its transverse part, squared and summed over spins, gives 2P_T². The second is the spin current, which gives ¼·2·2q² = q². The cross term vanishes because σ has zero trace. The Coulomb correction −q²/2 and the spin-current term q² both cancel the 1/q² of the photon kernel, so at this order they act as contact interactions. The orbital term does not.

Retardation, the ω² in the denominator of Φ_T, does not affect the β² coefficient. The gradient of ε is p/ε, whose length inside the Fermi sphere is at most β/η, with η = √(1+β²). The straight line from p' to p stays inside the sphere, so |ω| ≤ (β/η)q and

1 ≤ 1/(1 − ω²/q²) ≤ 1/(1 − β²/η²) = η².

The relative change is at most β², and T is itself of order β². Retardation therefore enters Φ_T at order β⁴.

Three averages remain: ⟨q²⟩ and ⟨P_T²⟩, and also ⟨P_L²⟩, which is needed below. Scale all momenta by β, so that the Fermi sphere has radius 1, and set x = q/2. Both p and p' lie in the sphere when

P_T² ≤ 1 − t²,  t = |P_L| + x,  x ≤ t ≤ 1.

At fixed q the vector P thus fills the lens common to two unit spheres. Its volume element is π d(P_T²) dP_L, and the two signs of P_L give a factor 2. The integral over q is 4πq²dq/q² = 8π dx. Exchanging the order of the x and t integrations,

∫∫ 1/q² = 8π ∫₀¹dx 2π∫ₓ¹(1 − t²)dt = 16π² ∫₀¹ t(1 − t²)dt = 4π².

This also fixes the nonrelativistic energy:

E_NR/V = −½·4π·2·4π²kF⁴/(2π)⁶ = −kF⁴/(4π³).

For q² the weight 1/q² cancels, which leaves the squared volume of the sphere:

⟨q²⟩ = (4π/3)²/(4π²) = 4/9.

For P_T², the integral of P_T² over the disc at fixed P_L is π(1 − t²)²/2, so

⟨P_T²⟩ = (1/4π²)·8π² ∫₀¹ t(1 − t²)²dt = 2·(1/6) = 1/3.

For P_L² = (t − x)²,

⟨P_L²⟩ = (1/4π²)·16π² ∫₀¹(1 − t²)dt ∫₀ᵗ(t − x)²dx = 4∫₀¹(1 − t²)(t³/3)dt = 1/9.

Restoring the factor β² from the scaling,

Φ_C − 1 = −¼β²⟨q²⟩ = −β²/9,
Φ_T = −β²[⟨P_T²⟩ + ½⟨q²⟩] = −β²(1/3 + 2/9) = −5β²/9.

Of the transverse coefficient, 3/9 is due to orbital currents and 2/9 to spin currents.

In a density functional these results serve as a local approximation, with kF = (3π²n)^(1/3) evaluated at each point. Since n² = kF⁶/(9π⁴), the Coulomb correction to the energy per volume is

(−kF⁴/4π³)(−kF²/9c²) = kF⁶/(36π³c²) = πn²/(4c²),

and the transverse correction is 5πn²/(4c²). Their sum, 3πn²/(2c²), adds its derivative 3πn/c² = β²kF/π to the exchange potential. The nonrelativistic potential is −kF/π, so the potential carries the factor 1 − β² + O(β⁴), a stronger reduction at this order than the 1 − 2β²/3 of the energy. For a nonuniform density, the locality of the functional is a further approximation, which the present derivation does not control.

The division into −1/9 and −5/9 belongs to Coulomb gauge. Because h − h' = α·q, taking this operator between u'† and u gives

ω u'†u = q u'†α_L u.

The spin-summed longitudinal current is therefore L = Cω²/q². In Feynman gauge the charges and all three current components share the retarded kernel, and

(C − T − L)/(q² − ω²) = C/q² − T/(q² − ω²).

The total is unchanged, but its parts are not. At small momenta ω = (p² − p'²)/2 = P_L q, so the retarded charge part has the β² coefficient −1/9 + ⟨P_L²⟩ = 0, and the current part has −5/9 − 1/9 = −2/3. A transverse correction added to a functional must therefore be paired with the Coulomb part of the same gauge.

The total can also be found at any β, which checks the sum of the two coefficients. Summing over all three components as before gives Σ_i α_i h' α_i = −3b − α·p', hence T + L = 3 − (3 + p·p')/(εε'). Let

D = q² − ω² = 2(εε' − 1 − p·p').

Then

C − T − L = (4 + 2p·p' − 2εε')/(εε') = (2 − D)/(εε'),

and the kernel is 2/(εε'D) − 1/(εε'). It must be integrated over two spheres of radius β and divided by 2·4π²β⁴ = 8π²β⁴.

Set p = sinh a, p' = sinh b (b is from here on a number), B = arsinh β and G = βη − B. Since dp/ε = da, ∫d³p/ε = 4π∫₀ᴮ sinh²a da = 2πG. The second term of the kernel thus contributes −4π²G²/(8π²β⁴) = −G²/(2β⁴).

In the first term, the angular integration and the identity cosh(a ± b) − 1 = 2 sinh²[(a ± b)/2] give 8π²K, with

K = ∫₀ᴮ∫₀ᴮ sinh a sinh b ℓ(a,b) da db,
ℓ(a,b) = 2 ln |sinh[(a+b)/2]/sinh[(a−b)/2]|.

Differentiate with respect to B. The two upper limits contribute equally, so

dK/dB = 2 sinh B ∫₀ᴮ sinh b ℓ(B,b) db.

Integrate by parts, using cosh b − cosh B as the primitive of sinh b. The boundary terms vanish: ℓ = 0 at b = 0, and at b = B the primitive vanishes faster than the logarithm grows. Because ∂ℓ/∂b = 2 sinh B/(cosh B − cosh b), the remaining integrand is the constant 2 sinh B. Hence dK/dB = 4B sinh²B, and

K = 4∫₀ᴮ t sinh²t dt = 2Bβη − β² − B² = β⁴ − G².

The last equality follows from β²η² = β² + β⁴. Adding the two contributions,

Φ = 1 − G²/β⁴ − G²/(2β⁴) = 1 − (3/2)[(βη − arsinh β)/β²]².

For small β, βη = β + β³/2 − β⁵/8 + … and arsinh β = β − β³/6 + 3β⁵/40 − …, so G/β² = 2β/3 − β³/5 + … and

Φ = 1 − 2β²/3 + 2β⁴/5 + O(β⁶).

The β² term agrees with −1/9 − 5/9. The expansion is of no use once β is comparable to one: at β = 1 it gives 1/3 through order β², while the full factor is 0.574. For β → ∞, G/β² tends to 1 and Φ to −1/2, so in this model the exchange energy changes sign.

As a worked example, take a model gas of density n = 1000 a₀⁻³. Then

kF = (3π²·1000)^(1/3) = 30.937 a₀⁻¹,
β = 30.937/137.036 = 0.2258,  β² = 0.05097.

The nonrelativistic exchange energy per electron is −(kF⁴/4π³)/n = −3kF/(4π) = −7.386 hartree. The β² law changes the factor by −0.05097/9 = −0.00566 for the Coulomb part and by five times as much, −0.0283, for the transverse part. Multiplied by −7.386 hartree, these are corrections of +0.0418 and +0.209 hartree.

Numerical integration of the full spin sums gives +0.0405 hartree (1.1 eV) and +0.203 hartree (5.5 eV). At this density the β² law thus overestimates each correction by about 3% of its integrated value. The omitted β⁴ terms reproduce this difference with a slight overshoot. The Coulomb coefficient, extracted numerically at small β, is about 0.072, and the total 2/5 then leaves 0.328 for the transverse part (the program's two-point estimate, 0.327, still contains a small contribution from the β⁶ term). With β⁴ = 0.0026 they change the two factors by 0.00019 and 0.00085, while the actual differences are 0.00018 and 0.00082. Retardation is a small effect of the opposite sign, which reduces the difference: without it the transverse factor would be −0.02740 instead of −0.02749.

The exchange energy per electron becomes −7.142 hartree, and the integrated total factor, 0.96703, agrees with the closed form. The numerical check also obtains the two β² coefficients from numerically diagonalized Dirac spinors; the printed values differ from −1/9 and −5/9 by no more than about 10⁻⁶ in absolute terms, and the program asserts agreement within 3×10⁻⁶.

Computed values

```
speed of light c = 137.035999 a.u.
pair integral of 1/q^2, unit spheres = 39.478418
mean q^2   = 0.444444 kF^2
mean P_T^2 = 0.333333 kF^2
mean P_L^2 = 0.111111 kF^2
beta values for the coefficients = 0.02, 0.04
Coulomb beta^2 coefficient    = -0.111111
-1/9                          = -0.111111
transverse beta^2 coefficient = -0.555555
-5/9                          = -0.555556
sum of beta^2 coefficients    = -0.666666
Coulomb beta^4 coefficient    = 0.072
transverse beta^4 coefficient = 0.327
series of closed total: beta^2 -2/3, beta^4 2/5
Feynman gauge charge beta^2 coefficient  = 0.00000 (abs)
Feynman gauge current beta^2 coefficient = -0.66667
retardation effect ratio, beta doubled   = 15.979
total factor at beta = 1: quadrature 0.574122
total factor at beta = 1: closed     0.574122
EXAMPLE density n = 1000 a0^-3
kF = 30.9367 a0^-1
beta = 0.22576
beta^2 = 0.050966
Coulomb change of factor, beta^2 law     = -0.005663
Coulomb change of factor, quadrature     = -0.005482
transverse change of factor, beta^2 law  = -0.028314
transverse change of factor, quadrature  = -0.027491
transverse, quadrature, no retardation   = -0.027396
total factor, beta^2 law = 0.966023
total factor, quadrature = 0.967027
total factor, closed     = 0.967027
nonrelativistic exchange per electron = -7.38559 hartree
Coulomb correction, beta^2 law    = 0.04182 hartree
Coulomb correction, quadrature    = 0.04049 hartree
transverse correction, beta^2 law = 0.20912 hartree
transverse correction, quadrature = 0.20304 hartree
relativistic exchange per electron = -7.14206 hartree
Coulomb correction, quadrature    = 1.102 eV
transverse correction, quadrature = 5.525 eV
```
